# Interlayer exchange coupling through a ferromagnetic layer of finite thickness, part 1

(Sections cited here and not found follow in the second part.)

## First half: from energy levels to repeated reflections

Two ferromagnetic layers separated by a thin metal spacer have an energy that depends on whether their moments are parallel or antiparallel. This problem asks how that energy changes when one of the two layers is thin enough for electrons to reach its outer face and return.

The layers are stacked along \(x\). An outer medium fills \(x<-L\), ferromagnet A fills \(-L<x<0\), the spacer fills \(0<x<D\), and ferromagnet B fills \(x>D\). Electrons are independent and have the same mass \(m\) everywhere. The interfaces are flat, so the momentum \(\hbar\mathbf k_\parallel\) along the layers is conserved. The moments are collinear, so spin is conserved too. The potential is zero in the spacer and \(V_\uparrow\) or \(V_\downarrow\) in a ferromagnet, for electrons of its own majority or minority spin. Both values lie below the Fermi energy \(E_F\), which the thick layer B holds fixed as a reservoir. The total energy is \(E=\varepsilon+\hbar^2k_\parallel^2/2m\), where \(\varepsilon\) belongs to the motion along \(x\). The wave numbers at energy \(\varepsilon\) are

\[
k=\sqrt{2m\varepsilon}/\hbar,\qquad q_\sigma=\sqrt{2m(\varepsilon-V_\sigma)}/\hbar ,
\]

with the root of positive imaginary part whenever \(\varepsilon\) is not on the positive side of the threshold or is complex.

Let \(\Omega_P\) and \(\Omega_{AP}\) be the grand potentials per unit area for parallel and antiparallel moments. The coupling is defined as

\[
J=\Omega_{AP}-\Omega_P ,
\]

so a positive \(J\) favours parallel moments. The temperature is zero until part (h).

### (a) Counting levels

**Enclose the stack between two distant hard walls. Express the difference in the number of levels between the two alignments through the reflection amplitudes of A and B.**

**Solution.** Take an electron that meets potential \(V_\sigma\) in A and \(V_{\sigma'}\) in B. Let \(\phi_L(x)\) solve the Schrödinger equation with \(\phi_L=0\), \(\phi_L'=1\) at the left wall, and let \(\phi_R(x)\) do the same at the right wall. Within the spacer each is a sum of two plane waves:

\[
\phi_L=w_A\left(e^{-ikx}+a_\sigma e^{ikx}\right),\qquad
\phi_R=w_B\left(e^{ik(x-D)}+b_{\sigma'}e^{-ik(x-D)}\right).
\]

Here \(a_\sigma\) is the amplitude with which everything to the left of \(x=0\) reflects a wave arriving from the spacer, and \(b_{\sigma'}\) is the same for everything to the right of \(x=D\). The factor \(w_A\) depends on \(\sigma\) alone, and \(w_B\) on \(\sigma'\) alone.

An energy level exists when the two solutions are proportional, that is, when their Wronskian \(W=\phi_L\phi_R'-\phi_L'\phi_R\) vanishes. The Wronskian of \(e^{-ikx}\) with \(e^{ikx}\) is \(2ik\), in the reverse order it is \(-2ik\), and equal exponentials give zero. Hence

\[
W_{\sigma\sigma'}=2ik\,w_Aw_B\,e^{-ikD}\left(1-a_\sigma b_{\sigma'}e^{2ikD}\right).
\]

The zeros of \(W\) are simple. To see this, evaluate \(W\) at the right wall, where \(\phi_R=0\) and \(\phi_R'=1\), so that \(W=\phi_L\) there. Differentiate the Schrödinger equation for \(\phi_L\) with respect to \(\varepsilon\), writing \(u=\partial\phi_L/\partial\varepsilon\):

\[
-\frac{\hbar^2}{2m}u''+Vu=\varepsilon u+\phi_L .
\]

Multiply this by \(\phi_L\), subtract \(u\) times the original equation, and integrate between the walls:

\[
\left[u\phi_L'-u'\phi_L\right]_{\rm left}^{\rm right}=\frac{2m}{\hbar^2}\int\phi_L^2\,dx .
\]

The bracket vanishes at the left wall, where \(u=u'=0\). At a level \(\phi_L\) also vanishes at the right wall, which leaves \(u\phi_L'>0\) there. So \(u=\partial W/\partial\varepsilon\neq0\), and the zero is simple.

On the real axis \(W\) is real. Moving to the right just above the axis, each factor \(\varepsilon-\varepsilon_n\) changes its phase from \(\pi\) to \(0\), so \(\operatorname{Im}\ln W\) drops by \(\pi\) at each level. The number of levels below \(\varepsilon\) is therefore \(-1/\pi\) times the accumulated change of \(\operatorname{Im}\ln W\).

With parallel moments, the two spin species see the potential pairs \((\uparrow,\uparrow)\) and \((\downarrow,\downarrow)\). With antiparallel moments they see \((\uparrow,\downarrow)\) and \((\downarrow,\uparrow)\). In the ratio

\[
\frac{W_{\uparrow\uparrow}W_{\downarrow\downarrow}}{W_{\uparrow\downarrow}W_{\downarrow\uparrow}}=e^{G}
\]

each \(w_A\) and each \(w_B\) occurs once above and once below, and so do the factors \(2ik\,e^{-ikD}\). They cancel, and with \(e\equiv e^{2ikD}\)

\[
G=\ln\frac{(1-a_\uparrow b_\uparrow e)(1-a_\downarrow b_\downarrow e)}{(1-a_\uparrow b_\downarrow e)(1-a_\downarrow b_\uparrow e)} .
\]

As \(\varepsilon\to-\infty\) the factor \(e\) vanishes, so the ratio tends to 1 and we choose the branch with \(G\to0\). Then

\[
N_{AP}(\varepsilon)-N_P(\varepsilon)=\frac1\pi\operatorname{Im}G(\varepsilon+i0).
\]

### (b) Summing the energy

**Include the motion along the layers and express \(J\) as one integral over \(\varepsilon\).**

**Solution.** A level \(\varepsilon_n\) carries a band of states with \(\varepsilon_\parallel=\hbar^2k_\parallel^2/2m\). Per unit area their number is

\[
\frac{d^2k_\parallel}{4\pi^2}=\frac{k_\parallel dk_\parallel}{2\pi}=\frac{m}{2\pi\hbar^2}\,d\varepsilon_\parallel .
\]

At zero temperature each occupied state contributes \(E-E_F\) to \(\Omega\). The level with \(\varepsilon_n<E_F\) gives

\[
\frac{m}{2\pi\hbar^2}\int_0^{E_F-\varepsilon_n}(\varepsilon_n+\varepsilon_\parallel-E_F)\,d\varepsilon_\parallel=-\frac{m}{4\pi\hbar^2}(E_F-\varepsilon_n)^2 .
\]

Now write \((E_F-\varepsilon_n)^2=2\int_{\varepsilon_n}^{E_F}(E_F-\varepsilon)\,d\varepsilon\) and sum over levels. Each \(\varepsilon\) is then counted once for every level below it:

\[
\Omega=-\frac{m}{2\pi\hbar^2}\int_{-\infty}^{E_F}(E_F-\varepsilon)\,N(\varepsilon)\,d\varepsilon .
\]

Subtracting the two alignments and using part (a),

\[
J=-\frac{m}{2\pi^2\hbar^2}\operatorname{Im}\int_{-\infty}^{E_F}(E_F-\varepsilon)\,G(\varepsilon+i0)\,d\varepsilon .
\]

### (c) Removing the distant walls

**Turn the path of integration into the complex plane and show that the walls can then be moved to infinity.**

**Solution.** The levels of a closed box are real, so no \(W\) vanishes above the real axis and \(G\) is analytic there. Consider the region above the axis and to the left of the vertical line through \(E_F\). At large \(|\varepsilon|\) in this region the phase of \(k\) lies between \(\pi/4\) and \(\pi/2\), apart from a correction that vanishes as \(|\varepsilon|\to\infty\), so \(\operatorname{Im}k\) is at least about \(|k|/\sqrt2\). The factor \(e^{2ikD}\), and \(G\) with it, decays exponentially, and the distant arc contributes nothing. The integral along the real axis up to \(E_F\) plus the one from \(E_F\) vertically upwards is therefore zero.

On the vertical line \(\varepsilon=E_F+iy\), so \((E_F-\varepsilon)\,d\varepsilon=(-iy)(i\,dy)=y\,dy\). This gives

\[
J=\frac{m}{2\pi^2\hbar^2}\operatorname{Im}\int_0^\infty y\,G(E_F+iy)\,dy .
\]

At \(y>0\) the wave numbers have positive imaginary parts. A wave that travels a distance \(X\) to a wall and back is reduced by \(e^{-2X\operatorname{Im}q}\), which vanishes as \(X\to\infty\). An echo survives only for \(y\) up to about \(\hbar v/X\), with \(v\) the electron's velocity. The positive imaginary part of the energy acts as absorption, so each round trip of the spacer loses a fraction proportional to \(y\). To first order this fraction is \(2D\operatorname{Im}k\). A complex energy can also raise \(|a|\) slightly above 1. At \(x=0\) the wave \(\phi=e^{-ikx}+ae^{ikx}\) has \(\operatorname{Im}(\phi^*\phi')=(|a|^2-1)\operatorname{Re}k-2\operatorname{Im}a\,\operatorname{Im}k\), which cannot be positive because the region to the left only absorbs. So \(|a|\) exceeds 1 by at most about \(\operatorname{Im}k/\operatorname{Re}k\), and the same holds for \(|b|\). For \(kD>1\) the loss in the spacer outweighs both. The logarithm then grows no faster than \(\ln(1/y)\), and with the weight \(y\) this shrinking range contributes nothing in the limit. From here on \(a_\sigma\) and \(b_\sigma\) are the amplitudes of the open stack.

The formula also holds for a closed box if the wall echoes are kept in \(a\) and \(b\). This allows a test against energy levels found by diagonalization. With \(E_F=7\) eV, \(V_\uparrow=0\), \(V_\downarrow=2\) eV, a spacer of 1.0 nm and ferromagnets of 0.8 nm and 1.1 nm backed by hard walls, the summed levels and the integral both give \(J=-4.862\) mJ/m².

### (d) Reflection from a layer with two faces

**Find \(a_\sigma\) for layer A, and separate the part that remains when A is semi-infinite.**

**Solution.** Drop the spin label for a moment. A wave of unit amplitude that meets the interface from the spacer side gives a reflected amplitude \(r\) and a transmitted amplitude \(t\). Continuity of the wave function and of its slope requires

\[
1+r=t,\qquad k(1-r)=qt .
\]

Their solution is

\[
r=\frac{k-q}{k+q},\qquad t=\frac{2k}{k+q}.
\]

For a wave that meets the same interface from inside A, \(k\) and \(q\) change places. The reflection is then \(-r\) and the transmission is \(t'=2q/(k+q)\). The product needed below is

\[
tt'=\frac{4kq}{(k+q)^2}=1-\left(\frac{k-q}{k+q}\right)^2=1-r^2 .
\]

At the outer face the wave inside A is reflected with amplitude \(\rho=(q-k_o)/(q+k_o)\), where \(k_o\) is the wave number in the outer medium. Crossing A and returning multiplies the wave by \(z=e^{2iqL}\). A wave can leave after one such trip, or be turned back at the inner face by \(-r\) and make another. Adding all these contributions,

\[
a=r+(1-r^2)\rho z\sum_{n=0}^{\infty}(-r\rho z)^n=r+\frac{(1-r^2)\rho z}{1+r\rho z}=\frac{r+\rho z}{1+r\rho z}.
\]

Layer B has no second face within reach, so \(b_\sigma=r_\sigma\).

The first term \(r\) is the reflection of a semi-infinite layer. Every other term contains at least one factor \(z\). This structure carries over to the coupling, because \(G\) splits into a part that depends on \(a_\uparrow\) and a part that depends on \(a_\downarrow\). With \(s_\uparrow=1\) and \(s_\downarrow=-1\),

\[
G=\sum_\sigma s_\sigma\left[\ln(1-a_\sigma r_\uparrow e)-\ln(1-a_\sigma r_\downarrow e)\right].
\]

Expanded in powers of \(z_\sigma\), this is

\[
G=G_\infty+\sum_\sigma\sum_{n\ge1}g_{\sigma n}\,e^{2inq_\sigma L},
\]

where \(G_\infty\) is the value with \(a_\sigma=r_\sigma\). No term contains both \(z_\uparrow\) and \(z_\downarrow\), and no term with \(n\ge1\) is free of a phase that grows with \(L\).

Correspondingly \(J(L)=J_\infty+\delta J(L)\), where \(J_\infty\) is the integral of part (c) taken with \(G_\infty\). As \(L\to\infty\), \(z_\sigma\to0\) at every \(y>0\), and \(\delta J\to0\).

### (e) Averaging over the phase

**Strong reflection brings in many powers of \(z\). Does it shift the average of \(G\) at the Fermi energy away from the semi-infinite value?**

**Solution.** It does not. At \(\varepsilon=E_F\) all waves in the spacer and the ferromagnets propagate, so \(r\) is real with \(|r|<1\). The outer face cannot return more than arrives, so \(|\rho|\le1\). Put \(u=\rho z\) and compare numerator and denominator of \(a\):

\[
|1+ru|^2-|r+u|^2=1+r^2|u|^2-r^2-|u|^2=(1-r^2)(1-|u|^2).
\]

The cross terms \(2r\operatorname{Re}u\) have cancelled. The right side is not negative for \(|z|\le1\), hence \(|a|\le1\).

Since \(|b|=|r_{\sigma'}|<1\) and \(|e|=1\), the product \(ab\,e\) has modulus below 1. Each factor \(1-ab\,e\) then has a positive real part, and its logarithm is analytic in the disc \(|z|<1\) and continuous up to the edge. The average of such a function over the circle \(|z|=1\) equals its value at the centre \(z=0\). Each logarithm in \(G\) contains only one of \(z_\uparrow\) and \(z_\downarrow\). So the average of \(G\) over both phases, \(2q_\uparrow L\) and \(2q_\downarrow L\), equals \(G_\infty\), to all orders in the reflection amplitudes and even for a totally reflecting outer face.

This is a statement about \(G\) at one energy. The coupling \(J\) is an integral over energy, and its oscillation has an amplitude that changes with \(L\). An average of \(J\) over a single period therefore need not equal \(J_\infty\) precisely.

## Second half: amplitude, limits and an example

The second half uses these results. The spacer has thickness \(D\) and wave number \(k\). Ferromagnet A has thickness \(L\), wave number \(q_\sigma\), inner-face reflection \(r_\sigma=(k-q_\sigma)/(k+q_\sigma)\) and outer-face reflection \(\rho_\sigma\). Ferromagnet B is semi-infinite. With \(e=e^{2ikD}\), \(z_\sigma=e^{2iq_\sigma L}\) and \(s_{\uparrow,\downarrow}=\pm1\), the coupling \(J=\Omega_{AP}-\Omega_P\) is

\[
J=\frac{m}{2\pi^2\hbar^2}\operatorname{Im}\int_0^\infty y\,G(E_F+iy)\,dy ,
\]

where \(G\) is built from \(a_\sigma=r_\sigma+(1-r_\sigma^2)\rho_\sigma z_\sigma+\dots\) and \(b_\sigma=r_\sigma\). The part without \(z_\sigma\) gives the semi-infinite value \(J_\infty\), and the rest gives \(\delta J(L)\).

### (f) Closed formulas for thick layers

**Find \(J_\infty\) and \(\delta J\) to leading order when the interface reflections are weak and the layers are many wavelengths thick. When is \(J_\infty\) nonzero?**

So far the coupling has been written as an integral over complex energies and split into the semi-infinite value \(J_\infty\) and a part \(\delta J(L)\) that comes from electrons reflected at the outer face of A. It remains to answer part (f) with closed formulas for thick layers, and then to treat a capped layer, temperature, a numerical example and the effects the model leaves out.
